# Atom–surface dispersion energy from perturbation theory and from coupled modes, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: second-order perturbation theory

### Two solids that attract almost equally

To leading order in the inverse distance, a hydrogen atom 20 bohr above a model metal, with plasma frequency 0.5 hartree and no damping, has an attraction energy of $-1.36\times10^{-5}$ hartree. Above a model insulator of static permittivity 4 it has $-1.18\times10^{-5}$ hartree, which is 87 per cent as much. Yet the metal reflects a static field completely, while the insulator reflects the fraction $(4-1)/(4+1)=0.6$. A perfect metal, which also reflects a static field completely, gives $-3.13\times10^{-5}$ hartree, more than twice the value for the model metal. Static reflection alone therefore does not fix the size of these attractions. The speed with which the solid responds matters as well.

The result that accounts for these numbers is

$$E(z)=-\frac{C_3}{z^3}+O(z^{-4}),\qquad C_3=\frac1{4\pi}\int_0^\infty\alpha(iu)\,g(iu)\,du,\qquad g=\frac{\varepsilon-1}{\varepsilon+1}. \tag{1}$$

Here $z$ is the height of the nucleus above a solid that fills the half-space below $z=0$, $\alpha$ is the atomic dipole polarisability, $\varepsilon$ is the permittivity of the solid, and $iu$ is an imaginary frequency. Hartree atomic units are used, with $\hbar=e=m_e=1$ and Gaussian electrostatics, so that $\alpha$ is a volume and the potential of a unit charge is $1/r$.

### The energy to second order

The atom is neutral and has a spherical, nondegenerate ground state. Atom and solid are at zero temperature, their charge densities do not overlap, and the Coulomb interaction acts without delay. The surface is flat, neutral and laterally uniform. With charge-density operators $\rho_A$ and $\rho_S$, the coupling is

$$V=\int\!\!\int\frac{\rho_A(\mathbf r)\rho_S(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Let $\omega_n$ and $\Omega_m$ be the excitation energies of the separate atom and solid. The first-order energy is the Coulomb energy of the two ground-state densities. It vanishes, because a neutral spherical density produces no potential outside itself. The same fact removes every second-order term in which the solid is excited and the atom is not. In the terms where the atom alone is excited, it feels the static field of the solid. A laterally uniform neutral surface has a constant potential outside, which does not couple to a neutral atom. Both partners must therefore be excited:

$$E=-\sum_{n\ne0}\sum_{m\ne0}\frac{|\langle nm|V|00\rangle|^2}{\omega_n+\Omega_m}. \tag{2}$$

Every term is negative, so the interaction is attractive at this order.

### The coupling in lateral waves

Write $\mathbf r=(\mathbf R,z)$. The potential of a unit charge has lateral Fourier components $\phi_q$ that obey $\phi_q''-q^2\phi_q=-4\pi\delta(z)$. The decaying solution is $Ce^{-q|z|}$. Its slope jumps by $-2qC$, which must equal $-4\pi$, so $C=2\pi/q$. For a large surface area $A$, and a point $\mathbf r$ above $\mathbf r'$,

$$\frac1{|\mathbf r-\mathbf r'|}=\frac1A\sum_{\mathbf q}\frac{2\pi}{q}\,e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}e^{-q(z-z')}.$$

The component $q=0$ gives no force on a neutral atom outside a neutral solid and is dropped. The solid enters through

$$\rho_{\mathbf q}=\int\rho_S(\mathbf r')\,e^{-i\mathbf q\cdot\mathbf R'}e^{qz'}\,d^3r'.$$

On the atomic side, the function $e^{i\mathbf q\cdot\mathbf R-qz}$ is expanded about the nucleus. The constant term multiplies the total charge, which is zero. The linear term contains the dipole operator $\mathbf d$ and the complex vector $\mathbf k=(i\mathbf q,-q)$. Hence, at dipole order,

$$V=\frac1A\sum_{\mathbf q}\frac{2\pi}{q}\,e^{-qz}\,(\mathbf k\cdot\mathbf d)\,\rho_{\mathbf q}. \tag{3}$$

Higher multipoles carry more powers of $q$. Since the exponential restricts $q$ to values of order $1/z$, they contribute higher powers of $1/z$.

When (3) is squared, different $\mathbf q$ do not interfere, because on a laterally uniform solid $\rho_{\mathbf q}$ changes the lateral momentum by $-\mathbf q$, and a given state $m$ is reached by one $\mathbf q$. On a crystal, $\mathbf q$ and $\mathbf q+\mathbf G$ could mix, with $\mathbf G$ a surface reciprocal vector. Such a product carries $e^{-(q+|\mathbf q+\mathbf G|)z}$, which is at most $e^{-Gz}$ and is negligible once $z$ is several lattice spacings.

For the atom, let $n$ now label a level with all its degenerate states, and let $D_n=\sum|\langle n|\mathbf d|0\rangle|^2$ be its total dipole strength. Rotational symmetry shares $D_n$ equally among the three directions and removes the cross terms, so

$$\sum_{\text{states of }n}|\mathbf k\cdot\mathbf d_{n0}|^2=\frac{D_n}{3}\,|\mathbf k|^2=\frac{D_n}{3}(q^2+q^2)=\frac{2q^2}{3}D_n. \tag{4}$$

One $q^2$ comes from the lateral components of the dipole and the other from the perpendicular component.

### Linear response of both partners

The sums over states are now expressed through response functions. Take a system with excitation energies $\Omega_m$ and the perturbation $fB^\dagger e^{-i\omega t}+f^*Be^{i\omega t}$. To first order in $f$, the amplitude of state $m$ in the interaction picture obeys $i\dot c_m=\langle m|H'|0\rangle e^{i\Omega_mt}$, which integrates to

$$c_m=-\frac{f\langle m|B^\dagger|0\rangle e^{i(\Omega_m-\omega)t}}{\Omega_m-\omega}-\frac{f^*\langle m|B|0\rangle e^{i(\Omega_m+\omega)t}}{\Omega_m+\omega}.$$

The mean value of $B$ changes by $\sum_m(c_me^{-i\Omega_mt}\langle0|B|m\rangle+c_m^*e^{i\Omega_mt}\langle m|B|0\rangle)$. Its part proportional to $e^{-i\omega t}$ is

$$\delta\langle B\rangle=-f\sum_m\left[\frac{|\langle m|B^\dagger|0\rangle|^2}{\Omega_m-\omega}+\frac{|\langle m|B|0\rangle|^2}{\Omega_m+\omega}\right]=-f\sum_m\frac{2\Omega_m|\langle m|B|0\rangle|^2}{\Omega_m^2-\omega^2}. \tag{5}$$

The last form holds when $B$ and $B^\dagger$ have equal strengths at each energy.

For the atom, $B=d_x$ is Hermitian and a field $\mathcal E$ along $x$ gives $f=-\mathcal E$. The strength along $x$ is $D_n/3$. At $\omega=iu$,

$$\alpha(iu)=\frac23\sum_n\frac{\omega_nD_n}{\omega_n^2+u^2}. \tag{6}$$

For the solid, apply an external potential $f e^{i\mathbf q\cdot\mathbf R+qz}e^{-i\omega t}$, produced by charges far above. It couples to $\rho_{\mathbf q}^\dagger$, so $B=\rho_{\mathbf q}$. Since $\rho_{\mathbf q}^\dagger=\rho_{-\mathbf q}$, a half-turn about the surface normal makes the two strengths equal if the surface is isotropic. By the Fourier form of the Coulomb potential, the induced charge produces above the solid the potential $(2\pi/qA)\,\delta\langle\rho_{\mathbf q}\rangle e^{i\mathbf q\cdot\mathbf R-qz}$. Call its amplitude $-gf$. Then (5) gives

$$g(q,iu)=\frac{4\pi}{qA}\sum_m\frac{\Omega_m|\langle m|\rho_{\mathbf q}|0\rangle|^2}{\Omega_m^2+u^2}. \tag{7}$$

The states $m$ are the interacting states of the whole solid, so screening inside the solid is contained in $g$.

### Separating the two excitation energies

The denominator in (2) ties the atom to the solid. For positive $a\neq b$, partial fractions give

$$\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac\pi2\,\frac1{a+b}, \tag{8}$$

and the case $a=b$ follows by continuity. This is how imaginary frequencies enter. No real field of imaginary frequency is present; the variable $u$ factorises a sum of two energies, and both response functions are smooth and positive along it.

Put (3), (4) and (8) into (2), with $a=\omega_n$ and $b=\Omega_m$. The atomic sum is $\sum_n(2q^2/3)\omega_nD_n/(\omega_n^2+u^2)=q^2\alpha(iu)$ by (6). The sum over the solid is $qA\,g/4\pi$ by (7). Therefore

$$E=-\frac1{A^2}\sum_{\mathbf q}\frac{4\pi^2}{q^2}e^{-2qz}\,\frac2\pi\int_0^\infty q^2\alpha\,\frac{qA}{4\pi}\,g\,du=-\frac1A\sum_{\mathbf q}2q\,e^{-2qz}\int_0^\infty\alpha\,g\,du.$$

For a large area, $A^{-1}\sum_{\mathbf q}$ becomes $\int_0^\infty q\,dq/2\pi$, and

$$E(z)=-\frac1\pi\int_0^\infty du\,\alpha(iu)\int_0^\infty dq\,q^2e^{-2qz}g(q,iu). \tag{9}$$

### Long wavelengths and the bulk permittivity

At large $z$ only small $q$ matter in (9). Replacing $g(q,iu)$ by its limit $g(iu)$ at $q\to0$, and using $\int_0^\infty q^2e^{-2qz}dq=2/(2z)^3=1/(4z^3)$, gives the law (1). If $g$ has a correction $q\,g_1(iu)$, the integral $\int_0^\infty q^3e^{-2qz}dq=3/(8z^4)$ adds $-(3/8\pi z^4)\int\alpha g_1du$. The structure of the surface first appears there. Moving the whole solid up by $b$ multiplies $g$ by $e^{2qb}$, so that $g_1=2bg$ for a sharp surface, and the added term is $-3bC_3/z^4$. This is the first correction in the expansion of $-C_3/(z-b)^3$, as it should be.

It remains to find $g$ for a solid with a local, isotropic permittivity. Above the surface the potential is $e^{qz}-ge^{-qz}$, and below it is $te^{qz}$, both times $e^{i\mathbf q\cdot\mathbf R}$. Continuity of the potential at $z=0$ requires $1-g=t$. Continuity of the normal displacement requires $1+g=\varepsilon t$. Division gives $\varepsilon=(1+g)/(1-g)$, hence $g=(\varepsilon-1)/(\varepsilon+1)$.

A graded permittivity tests the claim that the surface profile drops out. Take $\varepsilon=1+4\sin^2(\pi z/4)$ for $-2<z<0$, with $z$ in bohr, and $\varepsilon=5$ below. The size and sign of the correction $qg_1$ depend on this profile and on the placing of $z=0$, here at the top of the layer. The sharp surface has $g=0.66667$. The graded one has 0.66576 at $q=0.001$ bohr$^{-1}$ and 0.66485 at twice that $q$. The deviations, taken from the unrounded values, are 0.00091 and 0.00181, very nearly proportional to $q$.

### Why the two solids attract almost equally

In the undamped metal $\varepsilon(iu)=1+\omega_p^2/u^2$, so

$$g=\frac{\omega_p^2}{\omega_p^2+2u^2}=\frac{\Omega^2}{\Omega^2+u^2},\qquad\Omega=\frac{\omega_p}{\sqrt2}=0.354\text{ hartree}.$$

In the insulator $\varepsilon(iu)=1+(\varepsilon_s-1)/(1+u^2/\omega_T^2)$, with $\varepsilon_s=4$ and $\omega_T=0.5$ hartree. Then

$$g=\frac{\varepsilon_s-1}{\varepsilon_s+1+2u^2/\omega_T^2}=\frac{g_0\,\Omega^2}{\Omega^2+u^2},\qquad g_0=0.6,\quad\Omega=\omega_T\sqrt{\frac{\varepsilon_s+1}2}=0.791\text{ hartree}.$$

Both have a single surface frequency. Inserting (6) in (1) and using (8) backwards gives

$$C_3=\frac{g_0}{6\pi}\sum_nD_n\Omega\,\frac{\pi}{2(\omega_n+\Omega)}=\frac{g_0}{12}\sum_nD_n\,\frac{\Omega}{\omega_n+\Omega}. \tag{10}$$

The factor $\Omega/(\omega_n+\Omega)$ measures how well the surface keeps up with the atom. For a perfect metal it is 1, and $C_3=\sum_nD_n/12$. In hydrogen $\sum_nD_n=\langle r^2\rangle=3$ bohr$^2$, which gives $C_3=0.25$ hartree bohr$^3$. The model metal has $C_3=0.1088$, or 0.435 of this. With $g_0=1$, that number is its mean speed factor, weighted by $D_n$. The insulator has $C_3=0.0942$, a ratio of 0.377, and its mean speed factor is $0.377/0.6=0.63$. Its weaker static reflection is nearly made up by its faster response. At $u=0.1$ hartree the metal has the larger $g$, 0.926 against 0.591; at $u=1$ hartree the order is reversed, 0.111 against 0.231.

## Second derivation: zero-point energies of coupled modes

### What is carried over

The symbols keep their meaning. The atom is at height $z$ above a solid filling $z<0$, $\alpha(iu)$ is its polarisability, and $g=(\varepsilon-1)/(\varepsilon+1)$ is the long-wavelength reflection factor of the surface. The atomic excitation energies are $\omega_n$ and the dipole strengths $D_n$, with $\alpha(iu)=\frac23\sum_n\omega_nD_n/(\omega_n^2+u^2)$. Perturbation theory gave $E=-C_3/z^3$ with $C_3=(1/4\pi)\int_0^\infty\alpha g\,du$. For a single surface frequency $\Omega$ this became $C_3=(g_0/12)\sum_nD_n\Omega/(\omega_n+\Omega)$. Hartree atomic units remain in use.

The same law is now derived without perturbation theory and without sums over lateral waves. The atom is replaced by charged harmonic oscillators, the field reflected by the surface is found from its induced charge, and the energy is read from the shift of the vibration frequencies.

### The field of the induced charge

Let the dipole $\mathbf p$ oscillate slowly enough for retardation to be negligible. The solid is local and uniform up to a sharp flat surface, so its induced charge lies on the surface, with density $\sigma$. This sheet has no normal field of its own at other points of the plane, and fields $\pm2\pi\sigma$ just above and below. If $E_n$ is the upward field of the dipole at the surface, continuity of the normal displacement reads

$$\varepsilon(E_n-2\pi\sigma)=E_n+2\pi\sigma,\qquad\text{so}\qquad\sigma=\frac{g}{2\pi}E_n.$$

The reflection factor thus appears again, this time in real space.

Take first a perpendicular dipole $p$. At lateral distance $\rho$, with $s=\rho^2+z^2$, its normal field is $E_n=p(3z^2/s-1)/s^{3/2}$. A surface element of charge $\sigma\,dA$ produces the upward field $\sigma z\,dA/s^{3/2}$ at the atom. With $\rho\,d\rho=ds/2$, the reflected field is

$$E_\perp=gp\int_{z^2}^\infty\frac z2\left(\frac{3z^2}{s^4}-\frac1{s^3}\right)ds=gp\,\frac z2\left(\frac1{z^4}-\frac1{2z^4}\right)=\frac{gp}{4z^3}.$$

For a dipole along $x$, $E_n=-3pz\rho\cos\varphi/s^{5/2}$, and the $x$ field of a surface element at the atom is $-\sigma\rho\cos\varphi\,dA/s^{3/2}$. The angular integral of $\cos^2\varphi$ is $\pi$, and

$$E_\parallel=\frac{3gpz}2\int_0^\infty\frac{\rho^3d\rho}{s^4}=\frac{3gpz}4\int_{z^2}^\infty\frac{s-z^2}{s^4}ds=\frac{3gpz}4\left(\frac1{2z^4}-\frac1{3z^4}\right)=\frac{gp}{8z^3}.$$

Both fields point along the dipole that causes them. Write them as $Fgp$, with

$$F_\perp=\frac1{4z^3},\qquad F_\parallel=\frac1{8z^3}. \tag{11}$$

By symmetry about the normal, the three directions of the dipole do not mix.

Perturbation theory has given the law (1), and the second derivation has so far found the field that the surface reflects back onto an atomic dipole. It remains to find the coupled vibration frequencies, obtain the energy from their shift, and compare what the two derivations assume.

Numbers in the example were calculated in double precision.
